\section*{Apparent Coercive Voltage of a Fast Ferroelectric Capacitor Behind a Series Resistor}

\section{What dimensions and symmetry fix}

A voltage source rises at the constant rate $s$ and charges a ferroelectric film of linear capacitance $C$ through a resistance $R$. The film switches when its own voltage $V$ reaches the coercive value $V_c$, but the voltage recorded is that of the source, $V_s$. Let $w$ be the excess of $V_s$ over $V_c$ when a switching charge $q$ has been delivered. Suppose that the ramp has lasted long enough for its start not to matter, and that $V$ stays at $V_c$ during switching, which Section 3 justifies for many independent domains with equal thresholds. Measuring voltages from $V_c$ then removes it from the problem, and $w$ can depend only on $s$, $R$, $C$ and $q$.

With voltage, time and charge as base dimensions, $sRC$ is a voltage and $sRC^2$ is a charge. Hence
\begin{equation}
w=sRC\;F\!\left(\frac{q}{sRC^2}\right),
\label{eq:dim}
\end{equation}
with a dimensionless function $F$. Two limits follow without solving anything. If the switching charge is negligible, $w\propto sRC$, the lag of a linear capacitor. If the linear capacitance is negligible, $C$ must cancel from \eqref{eq:dim}, which requires $F(x)\propto\sqrt{x}$ and
\begin{equation}
w\propto\sqrt{sRq}.
\label{eq:dimsqrt}
\end{equation}
A ferroelectric whose voltage is pinned at $V_c$ and whose switching charge dominates therefore has a shift that grows as the square root of the ramp rate.

Symmetry gives the other branch. For a film without imprint, the circuit is unchanged when all voltages, charges and polarizations change sign. The falling branch is thus shifted by $-w$: the loop widens by $2w$ and its centre stays at zero, provided that each half-cycle switches the whole film. A partly switched loop depends on its starting state and need not be centred. It remains to find $F$ and the conditions under which it applies.

\section{Circuit and onset of switching}

The charge on the film of area $A$ is
\begin{equation}
Q=CV+AP,
\label{eq:Q}
\end{equation}
where the switchable polarization $P$ runs from $-P_r$ to $+P_r$. I write $q_h=AP_r$ for half of the full switching charge and
\begin{equation}
q=A(P+P_r),\qquad 0\le q\le 2q_h,
\label{eq:q}
\end{equation}
for the part already delivered on the rising branch. Leakage is neglected, so the whole current changes $Q$. With the lag $w=V_s-V$, Kirchhoff's law reads
\begin{equation}
R\,\frac{dQ}{dt}=V_s-V=w .
\label{eq:kirchhoff}
\end{equation}
During switching $V=V_c$, and this $w$ is then the excess defined in Section 1.

Let the ramp $V_s=st$ start with $V=0$ and $P=-P_r$. Before switching $P$ is constant, so $dQ/dt=C\,dV/dt$ and $dV/dt=w/\tau$, where $\tau=RC$. Differentiating $w=V_s-V$ gives
\begin{equation}
\frac{dw}{dt}=s-\frac{dV}{dt}=s-\frac{w}{\tau},
\qquad w(t)=s\tau\left(1-e^{-t/\tau}\right),
\label{eq:linear}
\end{equation}
where the constant of integration follows from $w(0)=0$. The film reaches $V_c$ no earlier than $t=V_c/s$. If $V_c/s\gg\tau$, the exponential has died out and switching begins with the lag
\begin{equation}
w_0=s\tau=sRC .
\label{eq:onset}
\end{equation}
This is the familiar $RC$ shift. It locates the onset of switching, not the point $P=0$.

\section{Why the film voltage stays at the threshold}

Take the film as $N$ small domains without mutual coupling, each switching up at $V=V_c$ and down at $V=-V_c$. A flip is taken to be so quick that no charge arrives through the resistor meanwhile. Then $Q$ is constant during the flip, while $AP$ grows by $2q_h/N$. By \eqref{eq:Q} the film voltage must fall by
\begin{equation}
\delta V=\frac{2q_h}{NC}.
\label{eq:drop}
\end{equation}
The film is now slightly below threshold and the other domains wait. The resistor current raises $V$ back to $V_c$, the next domain flips, and so on. As long as $\delta V<2V_c$, no domain switches back and the voltage stays between $V_c-\delta V$ and $V_c$. For large $N$ this becomes a plateau at $V_c$.

Fast switching thus does not mean that the whole film switches at once. That would need $N=1$ in \eqref{eq:drop}, a drop of $2q_h/C$, which for the film treated below is 15 V. The voltage would pass far beyond the threshold for switching back. In this model the domains are fast, and the polarization of the film advances at the pace at which charge is supplied.

Besides fast switching and a large number of domains, the plateau rests on two assumptions: equal thresholds and independent domains. A film that switches as a single coupled unit with an unstable branch of its $P(V)$ curve need not show it, and the results below that rely on the plateau do not cover that case.

\section{The lag during switching}

Since $V_s$ rises at the rate $s$, $dw/dt=s-dV/dt$ holds during switching too. Multiply by $w$ and replace $w$ in the first term on the right by $R\,dQ/dt$ from \eqref{eq:kirchhoff}:
\begin{equation}
w\frac{dw}{dt}=sR\frac{dQ}{dt}-w\frac{dV}{dt}.
\end{equation}
Integration from the onset, where $w=w_0$, gives
\begin{equation}
w^2=w_0^2+2sR\,\Delta Q-2\int w\,dV .
\label{eq:identity}
\end{equation}
No property of the film has been used here, only Kirchhoff's law and a constant ramp rate.

On the plateau $dV=0$, so the integral vanishes and $\Delta Q=q$. With \eqref{eq:onset},
\begin{equation}
\boxed{\,V_s(q)=V_c+\sqrt{(sRC)^2+2sRq}\,}
\label{eq:main}
\end{equation}
This has the form \eqref{eq:dim} with $F(x)=\sqrt{1+2x}$. The coercive point $P=0$ corresponds to $q=q_h$, so the apparent coercive shift is
\begin{equation}
w_h=\sqrt{(sRC)^2+2sRAP_r}
=\sqrt{s\tau\left(s\tau+\frac{2q_h}{C}\right)} .
\label{eq:shift}
\end{equation}

The time course gives the same result and is needed below. With $t'$ counted from onset, the plateau lag is $w=s\tau+st'$. The current is $w/R$, and its integral is
\begin{equation}
q=\frac1R\left(s\tau t'+\frac{s t'^2}{2}\right).
\label{eq:qt}
\end{equation}
The current rises linearly because the film voltage is pinned while the source moves on; its integral is quadratic in time, and inverting it produces the square root.

The second form of \eqref{eq:shift} shows that $s\tau$ must be compared with $2q_h/C$. For $s\tau\ll2q_h/C$,
\begin{equation}
w_h\simeq\sqrt{2sRAP_r},
\label{eq:sqrt}
\end{equation}
which supplies the factor $\sqrt2$ missing from \eqref{eq:dimsqrt}. For $s\tau\gg2q_h/C$, expanding the root gives
\begin{equation}
w_h=s\tau\sqrt{1+\frac{2q_h}{Cs\tau}}\simeq s\tau+\frac{q_h}{C},
\end{equation}
and the linear lag dominates. For a ramp that starts at $V=0$, the steady onset lag required $s\tau\ll V_c$, so this second limit needs a film with $2q_h/C\ll V_c$, that is, with little switching charge. In a repeated bipolar loop the ramp starts at $-V_0$, where $V_0$ is the source amplitude. The initial transient then has longer to decay, but $P=0$ must still be reached before the apex, which requires $w_h\le V_0-V_c$. Since $w_h>s\tau$, the second limit then needs $2q_h/C\ll V_0-V_c$.

\section{What each readout calls coercive}

Different measurements pick different values of $q$ in \eqref{eq:main}, and so report different voltages for the same film.

\paragraph{Zero total charge.} A centred loop of total charge crosses zero when $CV_c+AP=0$. Then $AP=-CV_c$, and \eqref{eq:q} gives $q=q_h-CV_c$. If this is positive, the shift is
\begin{equation}
w_Q=\sqrt{(s\tau)^2+2sR(q_h-CV_c)} .
\label{eq:zeroQ}
\end{equation}

\paragraph{Current peak.} The current $w/R$ grows until the last domain has switched, at $q=2q_h$. Afterwards the lag relaxes towards $s\tau$ according to the differential equation in \eqref{eq:linear}. The peak therefore lies at
\begin{equation}
w_p=\sqrt{(s\tau)^2+4sRq_h}.
\label{eq:peak}
\end{equation}

\paragraph{Pulse subtraction (PUND).} The charge of a second, identical pulse, which finds the film already switched, is subtracted from that of the first. At time $t'$ the source is at $V_c+s\tau+st'$. In the second pulse the film lags by $s\tau$, so it is at $V_c+st'$ and has taken up $C(V_c+st')$. In the first pulse it has taken up $CV_c+q$. With \eqref{eq:qt} and $Cs=s\tau/R$, the difference is
\begin{equation}
D=q-Cst'=\frac{1}{R}\left(s\tau t'+\frac{st'^2}{2}\right)-\frac{s\tau t'}{R}
=\frac{st'^2}{2R}.
\label{eq:pund}
\end{equation}
Setting $D=q_h$ gives $t'=\sqrt{2Rq_h/s}$ and the shift
\begin{equation}
w_D=s\tau+\sqrt{2sRq_h}.
\label{eq:pundshift}
\end{equation}
The two contributions add linearly here, not in quadrature. The subtraction removes too much linear charge, because the film voltage in the second pulse runs ahead of the pinned voltage in the first. The result requires switching to be still in progress, $q=q_h+Cst'\le2q_h$. Inserting $t'$ and squaring $Cst'\le q_h$ gives $2sRC^2q_h\le q_h^2$, or
\begin{equation}
q_h\ge 2Cs\tau .
\end{equation}

\section{A worked case}

Consider a model film with round parameters: thickness 10 nm, area 2500 $\mu$m$^2$, relative permittivity 30, $P_r=20\ \mu$C/cm$^2$ and $V_c=1$ V. It is driven through $R=1$ k$\Omega$ by a triangular source of amplitude $V_0=3$ V at $f=10$ kHz. Laboratory units are natural here, since V/$\mu$s, k$\Omega$ and nC multiply directly to V$^2$, the unit of $sRq$. The source covers $4V_0$ per period, so
\begin{equation}
s=4V_0f=0.12\ \text{V}/\mu\text{s}.
\end{equation}
The linear capacitance is 66.4 pF, hence $\tau=66.4$ ns and $s\tau=7.97$ mV. The half switching charge is $q_h=0.500$ nC, so that $2sRq_h=2(0.12)(1)(0.5)=0.120$ V$^2$ and
\begin{equation}
w_h=\sqrt{(0.00797)^2+0.120}\ \text{V}=0.3465\ \text{V}.
\end{equation}
The film appears to have a coercive voltage of 1.35 V instead of 1 V. The shift is about 43 times $sRC$. The relevant charging time is correspondingly not $RC$: it takes 2.82 $\mu$s from onset to $P=0$, and 4.02 $\mu$s to complete the switching.

The readouts give, in the same ramp, 1.323 V for zero total charge, 1.347 V for $P=0$, 1.354 V for pulse subtraction and 1.490 V for the current peak. The peak current is $0.490\ \text{V}/1\ \text{k}\Omega=0.490$ mA.

These values were tested against a simulation of 20000 domains that contains only Kirchhoff's law and the flip rule. It reproduces the onset, both signs of the coercive voltage and all the readouts to within 0.5 mV. Its film voltage leaves $V_c$ by at most 0.75 mV during switching, which is the single-domain step $15.06\ \text{V}/20000$ of \eqref{eq:drop}.

In this case the term $(sRC)^2$ is invisible. To expose it, take $q_h=0.020$ nC and 100 kHz, so that $s=1.2$ V/$\mu$s and $s\tau=79.7$ mV. Equation \eqref{eq:shift} gives 233.1 mV and the simulation 233.3 mV, whereas \eqref{eq:sqrt} alone would give 219.1 mV.

\section{Ramp rate, extrapolation and incomplete switching}

If the film has one sharp threshold that does not depend on the rate, loops taken at several frequencies can be extrapolated to zero rate to remove the shift. A real film whose own coercive voltage drifts with the rate, as under thermally activated or Merz-type kinetics, has no such zero-rate value. Its intercept then mixes the two effects and can lie below the film's own coercive voltage at every measured rate. In the regime of \eqref{eq:sqrt} the apparent coercive voltage is a straight line in $\sqrt{s}$, not in $s$. The simulated loops give 1.1092 V at 1 kHz and 1.3462 V at 10 kHz. A line in $\sqrt s$ through these two points meets zero rate at 1.000 V, the true value. A line in $s$ gives 1.083 V, an error of 8\% of $V_c$.

If $R$ is known and is the whole series resistance, its effect can be removed without extrapolation; any rate dependence of the switching itself remains. Equation \eqref{eq:kirchhoff} gives the film voltage at each instant as $V=V_s-R\,dQ/dt$, however the film switches. If the film also leaks, the total measured current must take the place of $dQ/dt$.

At high frequency the ramp turns before switching is complete. Completion at the apex requires $w_p\le V_0-V_c$. With \eqref{eq:peak} the limiting rate obeys
\begin{equation}
\tau^2s^2+4Rq_h\,s-(V_0-V_c)^2=0,
\end{equation}
whose positive root is
\begin{equation}
s_{\max}=\frac{-2Rq_h+\sqrt{4R^2q_h^2+\tau^2(V_0-V_c)^2}}{\tau^2}.
\end{equation}
For the film above, $f_{\max}=s_{\max}/(4V_0)=166$ kHz. In the simulation, the film is fully switched at the apex 3\% below this frequency, and 97.1\% switched 3\% above it. Beyond the limit, switching continues after the apex until the last domain has switched or $V_s$ has fallen to $V_c$, but the current then falls, so its maximum sits at the apex and \eqref{eq:peak} no longer applies. The shift \eqref{eq:shift} survives as long as $P=0$ is reached on the rising ramp.

\section{How fast the switching must be}

To put a measure on ``fast'', let the switching current be proportional to the overvoltage $u=V-V_c$:
\begin{equation}
\frac{dq}{dt}=\frac{u}{R_{sw}} .
\label{eq:kin}
\end{equation}
This linear law is a model; nucleation can depend on voltage much more steeply. Let $y=V_s-V_c$, which starts at $s\tau$ and grows at the rate $s$. The lag is $y-u$, and \eqref{eq:kirchhoff} becomes
\begin{equation}
\frac{y-u}{R}=C\frac{du}{dt}+\frac{dq}{dt}.
\end{equation}
Integrate from onset, where $u=q=0$. Since $dt=dy/s$, the integral of $y$ is $(y^2-s^2\tau^2)/(2s)$; by \eqref{eq:kin}, the integral of $u$ is $R_{sw}q$. Therefore
\begin{equation}
y^2=(s\tau)^2+2sRq+2sR_{sw}q+2sRC\,u .
\label{eq:kinint}
\end{equation}
The first two terms are the square of the plateau result $w$. For $R_{sw}\ll R$ the film carries nearly the plateau current $w/R$, and after a transient of order $R_{sw}C$ nearly all of it is switching current, so $u\simeq R_{sw}w/R$. Inserting this and expanding the root to first order in $R_{sw}$ gives
\begin{equation}
y\simeq w+R_{sw}\,s\left(\frac{q}{w}+C\right).
\label{eq:kinshift}
\end{equation}
When $C$ is negligible, $w^2=2sRq$ and the correction is $wR_{sw}/(2R)$. In that case \eqref{eq:kinint} reduces to $y^2=2s(R+R_{sw})q$, so under this linear law the square root itself survives for any $R_{sw}$, with $R_{sw}$ added to $R$. The plateau result with $R$ alone requires $R_{sw}\ll R$: the film must be able to accept charge much more readily than the resistor supplies it.

At $P=0$ in the worked case, $R_{sw}=10\ \Omega$ adds 1.81 mV, both from \eqref{eq:kinshift} and from numerical integration of the kinetic equations. For $100\ \Omega$ the integration gives 17.6 mV and the first-order formula 18.1 mV.

\section{A spread of thresholds}

Real films have a distribution of thresholds, and here fast switching alone does not guarantee the square root. Let the thresholds be uniform between $V_c-\Delta$ and $V_c+\Delta$. A charge $2q_h$ then switches over a voltage interval $2\Delta$, which acts as an additional capacitance
\begin{equation}
C_s=\frac{q_h}{\Delta}.
\end{equation}
During switching $R(C+C_s)\,dV/dt=w$. With $T=R(C+C_s)$ the lag obeys $dw/dt=s-w/T$, starting from $s\tau$ when $V=V_c-\Delta$:
\begin{equation}
w(t)=sT-(sT-s\tau)e^{-t/T}.
\label{eq:spread}
\end{equation}
The film voltage has risen by the source rise less the growth of the lag. Half the charge has switched when $V=V_c$, that is, when
\begin{equation}
st-\left[w(t)-s\tau\right]=\Delta .
\label{eq:median}
\end{equation}
The value of $w$ at this time is the coercive shift.

\paragraph{Narrow spread.} Use \eqref{eq:identity} between $V_c-\Delta$ and $V_c$, where $\Delta Q=q_h+C\Delta$:
\begin{equation}
w^2=w_h^2+2s\tau\Delta-2\int w\,dV .
\end{equation}
To first order in $\Delta$ the integral may be taken with the plateau lag and $dV=\Delta\,dq/q_h$. On the plateau \eqref{eq:main} gives $w\,dw=sR\,dq$, so $\int w\,dq=(w_h^3-w_0^3)/(3sR)$. Expanding the root,
\begin{equation}
w\simeq w_h+\frac{\Delta}{w_h}\left[s\tau-\frac{w_h^3-w_0^3}{3sRq_h}\right].
\label{eq:narrow}
\end{equation}
For $s\tau\to0$, $w_h^2=2sRq_h$ and the change is $-\tfrac23\Delta$. The shift shrinks because part of the charge is delivered before the film voltage reaches $V_c$. In the worked case the coefficient is $-0.644$.

\paragraph{Broad spread.} If switching lasts many times $T$ before the median is reached, the exponential in \eqref{eq:spread} dies out and
\begin{equation}
w\to sR(C+C_s).
\label{eq:broad}
\end{equation}
The shift is again linear in $s$, but with the switching capacitance included. By \eqref{eq:median} this needs $\Delta\gg sT$. For $C_s\gg C$, where $sT\simeq sRq_h/\Delta$, the condition becomes
\begin{equation}
\Delta^2\gg sRq_h .
\label{eq:cross}
\end{equation}

For half-widths of 0.05, 0.20 and 0.50 V, equations \eqref{eq:spread} and \eqref{eq:median} give shifts of 315, 232 and 127 mV, compared with 346.5 mV for equal thresholds. The domain simulation agrees to within 0.4 mV. At 0.50 V the limit \eqref{eq:broad} is 128 mV, so the linear law has nearly been reached.

Condition \eqref{eq:cross} also limits the extrapolation of Section 7. At fixed $\Delta$, lowering the rate eventually satisfies it, and the square root gives way to a straight line in $s$. Data taken with $sRq_h\gg\Delta^2$ and negligible $sRC$ follow a line in $\sqrt s$, but by \eqref{eq:narrow} this line meets zero rate at $V_c-\tfrac23\Delta$, not at $V_c$. The factor $\tfrac23$ belongs to the uniform distribution; for a distribution with long tails, such as a Lorentzian, the offset is larger and not proportional to the width. Data taken with $sRq_h\ll\Delta^2$ follow a line in $s$, which by \eqref{eq:broad} does meet zero rate at $V_c$. Between the two, neither line is reliable. For loops at 1 and 10 kHz in the worked case, equations \eqref{eq:spread} and \eqref{eq:median} put the intercepts of the lines in $\sqrt s$ and in $s$ at $-30$ and $+53$ mV from $V_c$ for $\Delta=0.05$ V, and at $-62$ and $+8$ mV for $\Delta=0.20$ V. In this range the pointwise correction $V=V_s-R\,dQ/dt$ is the safer route. The simulated and analytic values are listed in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
film thickness 10 nm, area 2500 um^2
relative permittivity 30, P_r 20 uC/cm^2
Vc 1.0 V, source amplitude 3.0 V, R 1.0 kOhm
domains in the simulation: 20000
linear capacitance C = 66.41 pF, RC = 66.41 ns
A*P_r = 0.500 nC, C*Vc = 0.0664 nC
voltage drop if all flipped at once = 15.06 V
main frequency 10 kHz, ramp rate 0.120 V/us
onset lag s*R*C = 7.97 mV
2*s*R*A*P_r = 0.12000 V^2
coercive shift at P=0 = 346.5 mV
ratio of shift to s*R*C = 43.5
time from onset to P=0 = 2.821 us
time from onset to full switching = 4.017 us
largest plateau deviation = 0.75 mV
source voltages: formula, simulation (V)
  onset        1.0080 1.0080
  P=0 rising   1.3465 1.3462
  P=0 falling  -1.3465 -1.3462
  total Q=0    1.3227 1.3225
  current peak 1.4900 1.4895
  PUND half    1.3544 1.3542
peak current = 0.4900 mA
PUND condition: 2*C*s*RC = 0.00106 nC
small-P case: 100 kHz, A*P_r = 0.020 nC
  ramp 1.20 V/us, s*R*C = 79.7 mV
  shift formula 233.1, simulation 233.3 mV
  shift without the RC term = 219.1 mV
slow loop 1 kHz: ramp 0.012 V/us
  P=0 formula 1.1095 V
  P=0 simulation 1.1092 V
Vc extrapolated in sqrt(s) = 0.9996 V
Vc extrapolated in s = 1.0828 V
highest frequency for full switching = 165.9 kHz
  switched at apex, 3% below/above: 1.000 0.971
finite kinetics: R_sw (Ohm), extra shift, first order (mV)
  10 1.81 1.81
  100 17.63 18.11
threshold half-width (V), shift formula, simulation (mV)
  0.05 315.1 314.8
  0.20 232.3 232.1
  0.50 127.0 126.6
broad limit s*R*(C+C_s) at 0.50 V = 128.0 mV
d(shift)/d(half-width) at zero: formula -0.644
  from finite half-width 1 mV: -0.644
\end{verbatim}
